# Coulomb cusp of the acceptor ground state in the spherical Luttinger model: verification in Python

```python
"""
Coulomb cusp of the spherical acceptor ground state (four-band, J = 3/2).

Result under test, in units a0 = eps*gamma1*a_Bohr and R0 = Ry/(eps^2*gamma1):
    H = -Laplacian + mu*D - 2/r,  D = (J.grad)^2 - (5/4) Laplacian
    psi = [f(r) + g(r) Q(n)] chi,  Q(n) = (n.J)^2 - 5/4,  n = r/|r|
    f'(0)/f(0) = -1/(1-mu^2),   g'(0)/f(0) = -mu/(4(1-mu^2)),   g(0) = 0
f is the L=0 envelope, g the L=2 envelope, chi a constant spinor,
mu the spherical heavy-light coupling (inverse masses 1-mu and 1+mu).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy import constants as const

# ---------- spin-3/2 matrices ----------
root3 = sp.sqrt(3)
J_plus = sp.Matrix([[0, root3, 0, 0], [0, 0, 2, 0], [0, 0, 0, root3], [0, 0, 0, 0]])
J_sym = [(J_plus + J_plus.T) / 2, (J_plus - J_plus.T) / (2 * sp.I),
         sp.diag(sp.Rational(3, 2), sp.Rational(1, 2),
                 -sp.Rational(1, 2), -sp.Rational(3, 2))]
J_num = np.array([np.array(m.evalf().tolist(), dtype=complex) for m in J_sym])

# ---------- Cartesian tests of the radial reduction and of the linear term ----------
xyz = sp.symbols('x y z', real=True)
s = sp.symbols('s', positive=True)
radius = sp.sqrt(sum(c**2 for c in xyz))
chi = sp.Matrix([1, 2, sp.I, -1])
J_dot_x = sum((xyz[i] * J_sym[i] for i in range(3)), sp.zeros(4, 4))
Q_sym = J_dot_x**2 / radius**2 - sp.Rational(5, 4) * sp.eye(4)
point = {xyz[0]: sp.Rational(3, 10), xyz[1]: -sp.Rational(7, 10),
         xyz[2]: sp.Rational(11, 10)}
mu_test = sp.Rational(3, 5)


def kinetic_cartesian(spinor, mu):
    """Apply -Laplacian + mu*D by explicit Cartesian derivatives."""
    laplacian, j_part = sp.zeros(4, 1), sp.zeros(4, 1)
    for i in range(3):
        first = spinor.diff(xyz[i])
        for j in range(3):
            second = first.diff(xyz[j])
            j_part += J_sym[i] * J_sym[j] * second
            if i == j:
                laplacian += second
    return -laplacian + mu * (j_part - sp.Rational(5, 4) * laplacian)


def largest_entry(spinor):
    return max(abs(complex(sp.N(entry.subs(point), 25))) for entry in spinor)


f_try, g_try = sp.exp(-s), s * sp.exp(-s / 2)
row_f = (-f_try.diff(s, 2) - 2 * f_try.diff(s) / s
         + mu_test * (g_try.diff(s, 2) + 5 * g_try.diff(s) / s + 3 * g_try / s**2))
row_g = (-g_try.diff(s, 2) - 2 * g_try.diff(s) / s + 6 * g_try / s**2
         + mu_test * (f_try.diff(s, 2) - f_try.diff(s) / s))
psi_try = f_try.subs(s, radius) * chi + g_try.subs(s, radius) * (Q_sym * chi)
reduction_error = largest_entry(
    kinetic_cartesian(psi_try, mu_test)
    - row_f.subs(s, radius) * chi - row_g.subs(s, radius) * (Q_sym * chi))
assert reduction_error < 1e-12

linear_term = -radius * (chi + mu_test / 4 * (Q_sym * chi)) / (1 - mu_test**2)
linear_error = largest_entry(kinetic_cartesian(linear_term, mu_test) - 2 / radius * chi)
assert linear_error < 1e-12


# ---------- finite-element bound state; no value or slope imposed at r = 0 ----------
def solve_acceptor(mu, extra=0.0, reach=1.0, order=10, n_el=20, r_max=40.0):
    """Lowest state for V = -(2/r)(1 + extra*exp(-r/reach)).
    Returns energy, L=2 weight and a function giving f, g, f', g'."""
    edges = np.concatenate([[0.0], r_max * 2.0 ** np.arange(1 - n_el, 1)])
    nodes = -np.cos(np.pi * np.arange(order + 1) / order)
    shape = np.linalg.inv(leg.legvander(nodes, order))
    slope = leg.legder(shape)
    x, w = leg.leggauss(order + 6)
    N, dN = leg.legvander(x, order) @ shape, leg.legvander(x, order - 1) @ slope
    n = n_el * order + 1
    H, M = np.zeros((2 * n, 2 * n)), np.zeros((2 * n, 2 * n))
    for e in range(n_el):
        half = (edges[e + 1] - edges[e]) / 2
        r = edges[e] + half * (x + 1)
        W, G = w * half, dN / half
        overlap = N.T @ ((W * r**2)[:, None] * N)
        common = (G.T @ ((W * r**2)[:, None] * G)
                  - N.T @ ((2 * W * r * (1 + extra * np.exp(-r / reach)))[:, None] * N))
        coupling = -mu * G.T @ (W[:, None] * (r[:, None]**2 * G + 3 * r[:, None] * N))
        a = slice(e * order, e * order + order + 1)
        b = slice(n + e * order, n + e * order + order + 1)
        H[a, a] += common
        H[b, b] += common + 6 * N.T @ (W[:, None] * N)
        H[a, b] += coupling
        H[b, a] += coupling.T
        M[a, a] += overlap
        M[b, b] += overlap
    keep = np.delete(np.arange(2 * n), [n - 1, 2 * n - 1])
    H, M = H[np.ix_(keep, keep)], M[np.ix_(keep, keep)]
    # The inverted problem keeps full accuracy on a strongly graded mesh.
    shift = 2 / (1 - mu) + 2
    top = len(keep) - 1
    value, vector = eigh(M, H + shift * M, subset_by_index=[top, top])
    energy = 1 / value[0] - shift
    v = vector[:, 0] / np.sqrt(vector[:, 0] @ M @ vector[:, 0])
    v = v * np.sign(v[0])
    weight = v[n - 1:] @ M[n - 1:, n - 1:] @ v[n - 1:]
    full = np.zeros(2 * n)
    full[keep] = v

    def state(r):
        r = np.atleast_1d(np.asarray(r, dtype=float))
        e = np.clip(np.searchsorted(edges, r, side='right') - 1, 0, n_el - 1)
        width = edges[e + 1] - edges[e]
        t = 2 * (r - edges[e]) / width - 1
        index = e[:, None] * order + np.arange(order + 1)
        P = leg.legvander(t, order) @ shape
        dP = leg.legvander(t, order - 1) @ slope * (2 / width)[:, None]
        return ((P * full[index]).sum(1), (P * full[n + index]).sum(1),
                (dP * full[index]).sum(1), (dP * full[n + index]).sum(1))

    return energy, weight, state


def origin_behaviour(state):
    """Extrapolate f' and g' to r = 0; return slopes and r^2 ln r coefficients,
    all divided by f(0), and the local power of g at small r."""
    r0 = 5e-3
    r = np.geomspace(5e-4, r0, 60)
    t = r / r0
    columns = np.column_stack([np.ones_like(t), t * np.log(t), t,
                               t**2 * np.log(t), t**2])
    f0 = state(0.0)[0][0]
    _, _, df, dg = state(r)
    cf = np.linalg.lstsq(columns, df / f0, rcond=None)[0]
    cg = np.linalg.lstsq(columns, dg / f0, rcond=None)[0]
    g_pair = state([2e-4, 4e-4])[1]
    power = np.log(g_pair[1] / g_pair[0]) / np.log(2) if abs(g_pair[0]) > 1e-9 else np.nan
    return cf[0], cg[0], cf[1] / (2 * r0), cg[1] / (2 * r0), power


energy_h, _, state_h = solve_acceptor(0.0)
slope_h = origin_behaviour(state_h)[0]
assert abs(energy_h + 1) < 1e-8 and abs(slope_h + 1) < 1e-4

# ---------- germanium-like example, rough typical parameters ----------
gamma1, gamma2, gamma3, eps = 13.4, 4.2, 5.7, 16.0
mu_ge = (4 * gamma2 + 6 * gamma3) / (5 * gamma1)
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
rydberg_meV = const.physical_constants['Rydberg constant times hc in eV'][0] * 1e3
a0 = eps * gamma1 * bohr_nm
R0 = rydberg_meV / (eps**2 * gamma1)

scan, solved = [], {}
for mu in (0.3, 0.6, mu_ge, 0.8):
    energy, weight, state = solve_acceptor(mu)
    sf, sg, lf, lg, power = origin_behaviour(state)
    q = 1 - mu**2
    assert -1 / (1 - mu) < energy < -1
    assert abs(sf + 1 / q) < 3e-4
    assert abs(sg + mu / (4 * q)) < 3e-4
    assert abs(lf / (mu**2 / (4 * q**2)) - 1) < 0.03
    assert abs(lg / (mu / (10 * q**2)) - 1) < 0.03
    assert abs(power - 1) < 0.01
    assert abs(state(0.0)[1][0] / state(0.0)[0][0]) < 1e-4
    scan.append((mu, sf, -1 / q, sg, -mu / (4 * q), lf, lg, power))
    solved[mu] = (energy, weight, state, sf, sg)
energy, weight, state, sf, sg = solved[mu_ge]
q_ge = 1 - mu_ge**2

# Without the Coulomb singularity the cusp must vanish.
_, _, state_soft = solve_acceptor(mu_ge, extra=-1.0, reach=0.1)
slope_soft = state_soft(5e-4)[2][0] / state_soft(0.0)[0][0]
assert abs(slope_soft) < 0.02

# Mesh convergence.
energy_c, _, state_c = solve_acceptor(mu_ge, order=8, n_el=18, r_max=30.0)
slope_c = origin_behaviour(state_c)[0]
assert abs(energy_c - energy) < 1e-5 and abs(slope_c - sf) < 1e-3

# ---------- direction averages over a half sphere (all integrands are even) ----------
c, wc = leg.leggauss(24)
c, wc = (c + 1) / 2, wc / 2
phi = 2 * np.pi * np.arange(48) / 48
C, PHI = np.meshgrid(c, phi, indexing='ij')
S = np.sqrt(1 - C**2)
dirs = np.stack([S * np.cos(PHI), S * np.sin(PHI), C], axis=-1).reshape(-1, 3)
wt = np.repeat(wc / 48, 48)


def inverse_mass(n, g2, g3):
    """Luttinger kinetic matrices for unit wave vectors, in units of gamma1."""
    T = np.tile(np.eye(4, dtype=complex), (len(n), 1, 1))
    for i in range(3):
        for j in range(3):
            g = g2 if i == j else g3
            shift = 1.25 * np.eye(4) if i == j else 0.0
            T -= (2 * g / gamma1) * (n[:, i] * n[:, j])[:, None, None] * (
                J_num[i] @ J_num[j] - shift)
    return T


g_sph = mu_ge * gamma1 / 2
inv_sph = np.linalg.inv(inverse_mass(dirs, g_sph, g_sph))
along_z = -2 * np.einsum('a,aij->ij', wt * dirs[:, 2], inv_sph)
Q_z = J_num[2] @ J_num[2] - 1.25 * np.eye(4)
assert np.allclose(along_z, -(np.eye(4) + mu_ge / 4 * Q_z) / q_ge, atol=1e-9)
inv_warp = np.einsum('a,aij->ij', wt, np.linalg.inv(inverse_mass(dirs, gamma2, gamma3)))
slope_warp = -inv_warp[0, 0].real
assert np.allclose(inv_warp, -slope_warp * np.eye(4), atol=1e-5)

# Split-off band: p-orbital kinetic matrix with spin, spin-orbit energy negligible.
orbital = (1 - mu_ge) * np.eye(3) + 3 * mu_ge * dirs[:, :, None] * dirs[:, None, :]
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[j, i, k] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(-1j * levi[:, :, k], pauli[k] / 2) for k in range(3))
projector = (LS + np.eye(6)) * 2 / 3
levels = np.linalg.eigvalsh(projector @ np.kron(orbital[100], np.eye(2)) @ projector)
assert np.allclose(levels, [0, 0, 1 - mu_ge, 1 - mu_ge, 1 + mu_ge, 1 + mu_ge], atol=1e-10)
inv_six = np.einsum('a,aij->ij', wt, np.linalg.inv(orbital))
slope_six = -inv_six[0, 0]
assert np.allclose(inv_six, np.eye(3) * (2 / (1 - mu_ge) + 1 / (1 + 2 * mu_ge)) / 3,
                   atol=1e-9)
split_off_eV = 0.3
split_length = np.sqrt(const.hbar**2 * gamma1
                       / (2 * const.m_e * split_off_eV * const.e)) * 1e9

# Weaker dielectric screening close to the ion: bare charge inside a short range.
screen_nm = 0.1
energy_s, _, state_s = solve_acceptor(mu_ge, extra=eps - 1, reach=screen_nm / a0)
one_nm = 1.0 / a0
log_slope = state(one_nm)[2][0] / state(one_nm)[0][0] / a0
log_slope_s = state_s(one_nm)[2][0] / state_s(one_nm)[0][0] / a0
thermal = const.k * 4.0 / const.e * 1e3
doping_cm3 = 1e14
spacing = (3 / (4 * np.pi * doping_cm3)) ** (1 / 3) * 1e7

# ---------- printed numbers ----------
print(f"Cartesian check: radial equations, error {reduction_error:.1e}")
print(f"Cartesian check: linear term, error {linear_error:.1e}")
print(f"mu=0: energy {energy_h:.8f} R0, f'(0)/f(0) {slope_h:.5f} /a0")
print("Slopes at r=0 over f(0), in 1/a0: numerical | formula")
for m, s1, p1, s2, p2, _, _, _ in scan:
    print(f" mu={m:.4f}: L=0 {s1:.5f} | {p1:.5f}; L=2 {s2:.5f} | {p2:.5f}")
print("r^2 ln r coefficients in 1/a0^2, numerical | formula; power of g")
for m, _, _, _, _, l1, l2, pw in scan:
    d = (1 - m**2)**2
    print(f" mu={m:.4f}: f {l1:.4f} | {m*m/4/d:.4f}; g {l2:.4f} | {m/10/d:.4f}; {pw:.4f}")
print(f"Example (rough Ge): gamma1 {gamma1}, gamma2 {gamma2}, gamma3 {gamma3}, eps {eps}")
print(f"mu = {mu_ge:.4f}, 1/(1-mu^2) = {1/q_ge:.4f}")
print(f"a0 = {a0:.3f} nm, R0 = {R0:.4f} meV")
print(f"heavy mass {1/(gamma1*(1-mu_ge)):.4f} m0, light mass {1/(gamma1*(1+mu_ge)):.4f} m0")
print(f"mean mass {1/(gamma1*q_ge):.4f} m0")
print(f"binding energy {-energy:.5f} R0 = {-energy*R0:.3f} meV")
print(f"L=2 weight of the ground state {weight:.4f}")
print(f"L=0 slope {-1/q_ge/a0:.5f} /nm; mu=0 value {-1/a0:.5f} /nm")
print(f"L=2 slope {-mu_ge/(4*q_ge)/a0:.5f} /nm")
print("r (nm): f/f(0), linear law; g/f(0), linear law; mu=0 f/f(0)")
f_origin, fh_origin = state(0.0)[0][0], state_h(0.0)[0][0]
for r_nm in (0.1, 0.5, 1.0, 2.0, 4.0):
    u = r_nm / a0
    fv, gv = state(u)[0][0] / f_origin, state(u)[1][0] / f_origin
    print(f" {r_nm:.1f}: {fv:.4f}, {1-u/q_ge:.4f}; {gv:.4f}, {-mu_ge*u/(4*q_ge):.4f};"
          f" {state_h(u)[0][0]/fh_origin:.4f}")
print(f"Coarser mesh: energy shift {(energy_c-energy)*R0:.1e} meV,"
      f" slope shift {slope_c-sf:.1e} /a0")
print(f"No Coulomb singularity (core 0.1 a0): f'/f(0) at 0.0005 a0 = {slope_soft:.4f} /a0")
print("Neglected effects:")
print(f" cubic warping: L=0 slope {slope_warp:.4f} /a0, change"
      f" {100*(-slope_warp*q_ge-1):.1f} %")
print(f" split-off energy {split_off_eV} eV (rough): length {split_length:.2f} nm")
print(f" slope far inside that length {slope_six:.4f} /a0")
print(f" binding energy / split-off energy {-energy*R0/(1e3*split_off_eV):.4f}")
print(f" screening range {screen_nm} nm (rough): binding energy {-energy_s*R0:.3f} meV")
print(f" f'/f at 1 nm: {log_slope:.4f} /nm, with that screening {log_slope_s:.4f} /nm")
print(f" thermal energy at 4 K {thermal:.3f} meV")
print(f" acceptor sphere radius at {doping_cm3:.0e} /cm3: {spacing:.0f} nm")
print("all tests passed")
```

It prints:

```
Cartesian check: radial equations, error 3.3e-142
Cartesian check: linear term, error 2.1e-143
mu=0: energy -1.00000000 R0, f'(0)/f(0) -1.00000 /a0
Slopes at r=0 over f(0), in 1/a0: numerical | formula
 mu=0.3000: L=0 -1.09890 | -1.09890; L=2 -0.08242 | -0.08242
 mu=0.6000: L=0 -1.56250 | -1.56250; L=2 -0.23437 | -0.23438
 mu=0.7612: L=0 -2.37765 | -2.37765; L=2 -0.45246 | -0.45246
 mu=0.8000: L=0 -2.77778 | -2.77778; L=2 -0.55556 | -0.55556
r^2 ln r coefficients in 1/a0^2, numerical | formula; power of g
 mu=0.3000: f 0.0272 | 0.0272; g 0.0362 | 0.0362; 1.0006
 mu=0.6000: f 0.2197 | 0.2197; g 0.1465 | 0.1465; 1.0008
 mu=0.7612: f 0.8189 | 0.8189; g 0.4303 | 0.4303; 1.0011
 mu=0.8000: f 1.2346 | 1.2346; g 0.6173 | 0.6173; 1.0012
Example (rough Ge): gamma1 13.4, gamma2 4.2, gamma3 5.7, eps 16.0
mu = 0.7612, 1/(1-mu^2) = 2.3776
a0 = 11.346 nm, R0 = 3.9662 meV
heavy mass 0.3125 m0, light mass 0.0424 m0
mean mass 0.1774 m0
binding energy 2.22639 R0 = 8.830 meV
L=2 weight of the ground state 0.2675
L=0 slope -0.20957 /nm; mu=0 value -0.08814 /nm
L=2 slope -0.03988 /nm
r (nm): f/f(0), linear law; g/f(0), linear law; mu=0 f/f(0)
 0.1: 0.9790, 0.9790; -0.0040, -0.0040; 0.9912
 0.5: 0.8971, 0.8952; -0.0199, -0.0199; 0.9569
 1.0: 0.8017, 0.7904; -0.0376, -0.0399; 0.9156
 2.0: 0.6364, 0.5809; -0.0651, -0.0798; 0.8384
 4.0: 0.3965, 0.1617; -0.0920, -0.1595; 0.7029
Coarser mesh: energy shift 5.5e-10 meV, slope shift -1.5e-10 /a0
No Coulomb singularity (core 0.1 a0): f'/f(0) at 0.0005 a0 = -0.0078 /a0
Neglected effects:
 cubic warping: L=0 slope -2.5540 /a0, change 7.4 %
 split-off energy 0.3 eV (rough): length 1.30 nm
 slope far inside that length -2.9238 /a0
 binding energy / split-off energy 0.0294
 screening range 0.1 nm (rough): binding energy 9.630 meV
 f'/f at 1 nm: -0.2275 /nm, with that screening -0.3610 /nm
 thermal energy at 4 K 0.345 meV
 acceptor sphere radius at 1e+14 /cm3: 134 nm
all tests passed
```
